# Matthiessen boundary rate against the exact diffuse-film conductivity

## The problem

A film fills $0<z<d$ and carries heat along its plane, in the $y$ direction. The carriers are phonons of one speed $v$, one bulk mean free path $L$ and heat capacity $C$ per volume. Collisions inside the film are isotropic and are described by a relaxation time $L/v$. Both walls scatter diffusely: a phonon leaves a wall with no memory of its arrival direction. The temperature gradient is small, so the response is linear. Write $x=d/L$.

A simple estimate adds a boundary scattering rate $v/d$ to the bulk rate $v/L$, following Matthiessen's rule.

1. Derive the exact ratio $F(x)=k/k_{\rm bulk}$ of in-plane film conductivity to bulk conductivity within this model.
2. Find the corresponding Matthiessen ratio $M(x)$.
3. Find where the error of $M$ is largest, first measured in units of the bulk conductivity, then relative to the exact film conductivity. Show whether each answer is unique.
4. Evaluate the results for $C=1.5\times10^{6}$ J/(m³ K), $v=5000$ m/s and $L=60$ nm. These are round model parameters, not those of a named material.

## Hints

**Hint 1.** Divide the deviation from local equilibrium by its bulk value. The quotient depends on $z$ and on the direction cosine to the film normal, but not on the azimuth.

**Hint 2.** The function $(1-e^{-a})/a$ equals $\int_0^1 e^{-as}\,ds$. Use this to write $1-F$ as a superposition of decaying exponentials in $x$.

**Hint 3.** Both ratios run from 0 to 1. Instead of plotting them against $x$, regard $F$ as a function of $M$ and ask for the sign of its curvature.

**Hint 4.** For very thin films, do not expand the exponential in $F$ for all directions at once. Some directions are nearly parallel to the walls.

## Full solution

### 1. The exact ratio

Let $e(\mathbf s)$ be the phonon energy per volume and per solid angle travelling along the unit vector $\mathbf s$. With $T=T_0+Gy$, write
$$e=e_0(T)+\varepsilon(z,\mathbf s),\qquad \frac{de_0}{dT}=\frac{C}{4\pi}.$$
To first order in $G$, the steady Boltzmann equation is
$$v s_y\frac{CG}{4\pi}+v s_z\frac{\partial\varepsilon}{\partial z}=-\frac{v}{L}\,\varepsilon .$$
Without walls the $z$ derivative vanishes, and $\varepsilon_b=-L s_y CG/(4\pi)$. The heat flux is then
$$q=v\int s_y\varepsilon_b\,d\Omega=-\frac{CvLG}{4\pi}\cdot\frac{4\pi}{3},\qquad k_{\rm bulk}=\frac{CvL}{3}.$$

In the film set $\varepsilon=\varepsilon_b h$ and $\zeta=z/L$. Dividing the Boltzmann equation by $-v\varepsilon_b/L$ gives
$$s_z\frac{\partial h}{\partial\zeta}+h=1 .$$
Since $\varepsilon$ is odd in $s_y$, its integral over all directions is zero, so the assumed local temperature is consistent with energy conservation. For the same reason the deviation brings no net energy to a wall. The wall therefore re-emits the isotropic equilibrium distribution, and $h=0$ for phonons leaving it.

Let $m=|s_z|$. For phonons leaving the lower wall,
$$h=1-e^{-\zeta/m}.$$
Those leaving the upper wall obey the same law with the distance measured from that wall. Averaging over the thickness gives
$$\frac1x\int_0^x\left(1-e^{-\zeta/m}\right)d\zeta=1-\frac mx\left(1-e^{-x/m}\right).$$
The flux carries one factor $s_y$ from the velocity and one from $\varepsilon_b$. Now $s_y^2=(1-m^2)\cos^2\varphi$, and the azimuthal factor cancels against the bulk value. Since $\int_0^1(1-m^2)\,dm=2/3$, the normalized result is
$$F(x)=\frac32\int_0^1(1-m^2)\left[1-\frac mx\left(1-e^{-x/m}\right)\right]dm .\tag{1}$$

For evaluation, put $m=1/t$ in the exponential part and define $E_n(x)=\int_1^\infty t^{-n}e^{-xt}\,dt$. Then
$$F=1-\frac{3}{2x}\left[\frac14-E_3(x)+E_5(x)\right].\tag{2}$$
Here $1/4=\int_0^1(m-m^3)\,dm$. A direct numerical march of the transport equation, at $x=0.2$, 0.7, 1 and 5, differs from (2) by at most $4.4\times10^{-5}$.

### 2. The Matthiessen ratio

The total rate is $v/L+v/d$. The effective mean free path is $v$ divided by this rate, and the conductivity is proportional to it:
$$M=\frac{1/L}{1/L+1/d}=\frac{x}{1+x},\qquad M'=\frac1{(1+x)^2}.\tag{3}$$

### 3. Where the error is largest

**Exponential form.** By Hint 2 with $a=x/m$,
$$1-F=\frac32\int_0^1(1-m^2)\int_0^1e^{-xs/m}\,ds\,dm .$$
Substitute $u=s/m$, so that $ds=m\,du$ and $0<u<1/m$. At fixed $u$ the allowed cosines run from 0 to $b=\min(1,1/u)$. Exchanging the integrations gives
$$1-F=\int_0^\infty w(u)e^{-xu}\,du,\qquad w=\frac32\left(\frac{b^2}{2}-\frac{b^4}{4}\right).$$
Explicitly,
$$w=\frac38\quad(u<1),\qquad w=\frac{3}{4u^2}-\frac{3}{8u^4}\quad(u>1).\tag{4}$$
The two pieces meet at $u=1$. The total weight is $3/8+3/4-1/8=1$, so $F\to0$ as $x\to0$. As $x\to\infty$ the exponential suppresses the integral and $F\to1$.

**Curvature.** Because $M$ increases with $x$, it can serve as the independent variable:
$$\frac{dF}{dM}=\frac{F'}{M'}=(1+x)^2F',$$
$$\frac{d}{dx}\frac{dF}{dM}=(1+x)\left[(1+x)F''+2F'\right].\tag{5}$$
From (4), $F'=\int u\,w\,e^{-xu}du$ and $F''=-\int u^2w\,e^{-xu}du$. The term $xF''$ can be integrated by parts:
$$x\int_0^\infty u^2w\,e^{-xu}du=\int_0^\infty(2uw+u^2w')e^{-xu}du .$$
The boundary term vanishes at $u=0$ because of $u^2$, and at infinity because of the exponential. The joint at $u=1$ adds nothing because $w$ is continuous. In the bracket of (5) the terms $2uw$ cancel, leaving
$$(1+x)F''+2F'=-\int_0^\infty u^2(w+w')e^{-xu}\,du .\tag{6}$$

For $u<1$, $w+w'=3/8$. For $u>1$,
$$w+w'=\frac{3}{4u^2}-\frac{3}{8u^4}-\frac{3}{2u^3}+\frac{3}{2u^5}
=\frac{3}{8u^5}\left(2u^3-4u^2-u+4\right).$$
The derivative of the cubic, $6u^2-8u-1$, has one root above 1, namely $u=(8+\sqrt{88})/12=1.4484$. The cubic falls to 0.2372 there and then rises, so it is positive for all $u>1$. The integral in (6) is therefore positive, and $dF/dM$ decreases strictly: $F$ is a strictly concave function of $M$.

**Error in units of bulk conductivity.** The curve $F(M)$ joins $(0,0)$ to $(1,1)$. Strict concavity places it above the straight line between these points, so $F>M$ at every finite thickness. The difference $F-M$ is also strictly concave in $M$ and vanishes at both ends. It has exactly one maximum, where $dF/dM=1$:
$$F'(x_*)=\frac{1}{(1+x_*)^2}.\tag{7}$$
For the left side, use $E_n'=-E_{n-1}$ in (2):
$$F'=\frac{1-F}{x}-\frac{3}{2x}\left[E_2(x)-E_4(x)\right].$$
Solving (7) numerically gives
$$x_*=0.633,\qquad F=0.578,\qquad M=0.388,\qquad F-M=0.190 .$$
A separate maximization of the difference, using the direction integral (1), finds the same position. The largest absolute error is thus an underestimate by 19.0 % of the bulk conductivity, in a film somewhat thinner than the mean free path.

**Error relative to the film conductivity.** This error is $1-M/F$. The ratio $F/M$ is the slope of the chord from the origin to a point on the concave curve, so it falls strictly as $M$, and hence $x$, grows. The relative error therefore has no interior maximum. It increases whenever the film is made thinner, and its upper limit follows from the behaviour of $F$ at small $x$.

Since $w$ has unit weight, $F=\int w(1-e^{-xu})du$. To order $x$, the region $u<1$ gives
$$\frac38\int_0^1xu\,du=\frac{3x}{16}.$$
The $u^{-4}$ part of the tail gives
$$-\frac38\int_1^\infty\frac{xu}{u^4}\,du=-\frac{3x}{16},$$
which cancels it. The $u^{-2}$ part cannot be expanded under the integral, because $\int du/u$ would diverge. Integrating it by parts instead gives
$$\frac34\int_1^\infty\frac{1-e^{-xu}}{u^2}\,du=\frac34\left[1-e^{-x}+xE_1(x)\right].$$
With $E_1(x)\simeq\ln(1/x)-\gamma$, where $\gamma$ is Euler's constant,
$$F\simeq\frac{3x}{4}\left[\ln\frac1x+1-\gamma\right]\qquad(x\ll1).\tag{8}$$
Since $M\simeq x$, the ratio $M/F$ tends to zero and the relative error tends to 100 %. No finite thickness attains this value, and the approach is slow: the error is 73.8 % at $x=10^{-2}$, 86.2 % at $10^{-4}$ and 90.6 % at $10^{-6}$. These three values describe the mathematical limit of (1). They are not predictions for films with $L=60$ nm: $x=10^{-2}$ is then 0.6 nm, only a few atomic layers, and $x=10^{-4}$ is far thinner than an atom.

**Thick films.** In (2) the functions $E_n$ become exponentially small, so
$$F\simeq1-\frac{3}{8x},\qquad M\simeq1-\frac1x,\qquad 1-\frac MF\simeq\frac{5}{8x}.\tag{9}$$
The simple rate has the right power of thickness but overstates the leading conductivity loss by a factor $8/3$. The origin of this factor is visible in (1). For $x\gg1$ a direction with cosine $m$ loses the fraction $m/x$ of its contribution, because its path from wall to wall is $d/m$. The flux-weighted average of $m$ is $\frac32\int_0^1m(1-m^2)dm=3/8$. The rate $v/d$ replaces this average by 1, as if all phonons crossed the film along its normal.

### 4. The numerical film

The bulk conductivity is
$$k_{\rm bulk}=\frac{(1.5\times10^6)(5000)(60\times10^{-9})}{3}=150\ \text{W/(m K)}.$$
The absolute error peaks at $d=0.63277\times60\ \text{nm}=38.0$ nm. The boundary rate there is $1.317\times10^{11}$ s⁻¹, against a bulk rate of $8.333\times10^{10}$ s⁻¹. The conductivities are
$$k=150\times0.57773=86.7\ \text{W/(m K)},$$
$$k_M=150\times0.38754=58.1\ \text{W/(m K)}.$$
The difference is 28.5 W/(m K), or 32.9 % of the exact film value.

| $d$ (nm) | $F$ | $M$ | $F-M$ | relative error (%) |
|---|---|---|---|---|
| 6 | 0.209 | 0.091 | 0.118 | 56.5 |
| 20 | 0.429 | 0.250 | 0.179 | 41.7 |
| 40 | 0.590 | 0.400 | 0.190 | 32.2 |
| 60 | 0.684 | 0.500 | 0.184 | 26.9 |
| 200 | 0.888 | 0.769 | 0.119 | 13.4 |
| 600 | 0.963 | 0.909 | 0.053 | 5.5 |

The maximum is broad. Because $F-M$ has a single peak, it cannot fall below its smaller end value between 20 and 60 nm, which is 0.179. The films of 6 and 200 nm have nearly equal absolute errors, but their relative errors differ by a factor of about four, because the thinner film conducts much less.

The thickness at which the relative error falls to 5 % follows from $M=0.95F$. Neglecting the exponentially small terms in $F$,
$$\frac{x}{1+x}=0.95\left(1-\frac{3}{8x}\right).$$
Multiplying by $x(1+x)$ and collecting terms gives
$$0.05x^2-0.59375x+0.35625=0 .$$
The larger root is $x=11.24$, or $d=674$ nm, in agreement with the solution that keeps the full $F$. The smaller root lies below $x=1$, where the neglected terms matter, and is discarded. Since the relative error is monotonic, it stays below 5 % for all thicker films. In this model the simple rate thus needs a film more than eleven mean free paths thick to reach that accuracy.

These figures compare two treatments of one model. A real film has a spread of phonon mean free paths, its walls may reflect partly specularly, and in a very thin film the phonon modes themselves change. Either of the first two can shift both the position and the size of the largest error, so the figures above do not carry over unchanged; the third lies outside this model. The values behind this section are listed in the numerical output.

## Variation 1: remove the grazing directions

**Question.** Omit from (1) all directions with $m<m_0$, while still dividing by the full bulk conductivity. What happens to the ratio of the film result to $M$ as $x\to0$?

**Solution.** Every remaining direction has $x/m\le x/m_0$, which becomes small. The exponential may now be expanded:
$$1-\frac mx\left(1-e^{-x/m}\right)\simeq\frac{x}{2m}.$$
Dividing by $M\simeq x$ gives a finite limit,
$$\frac{F_{\rm cut}}{M}\to\frac34\int_{m_0}^1\frac{1-m^2}{m}\,dm=\frac34\left[\ln\frac1{m_0}-\frac{1-m_0^2}{2}\right].$$
For $m_0=0.1$ this is $0.75\,(2.3026-0.4950)=1.356$. The computed ratio is 1.355 at $x=10^{-3}$ and 1.356 at $x=10^{-5}$, so it has saturated.

With all directions kept, the ratio rises from 5.504 to 8.952 over the same range. The increase, 3.448, agrees closely with the value $\frac34\ln100=3.454$ expected from (8). The logarithm, and with it the approach of the relative error to 100 %, therefore comes from phonons travelling nearly parallel to the film. Their path between walls is $d/m$, much longer than $d$. For $m\ll x$ bulk collisions end the flight first, which is why the logarithm is cut off at $m$ of order $x$.

## Variation 2: adjust the boundary rate

**Question.** Replace the boundary rate by $cv/d$ with a constant $c$. Choose $c$ to reproduce the leading loss in thick films. Does this repair the estimate at all thicknesses?

**Solution.** The new ratio is
$$M_c=\frac{1/L}{1/L+c/d}=\frac{x}{x+c}\simeq1-\frac cx\qquad(x\gg1).$$
Comparison with (9) requires $c=3/8$. At $x=10$ this gives $M_c=10/10.375=0.964$, against the exact 0.963, whereas the original rate gave 0.909.

At the former worst point the change is also large. There $M_c=0.633/1.008=0.628$, while $F=0.578$. The original underestimate of 0.190 has become an overestimate of 0.050, both in units of the bulk conductivity.

The thin limit still fails. There $M_c\simeq8x/3$, and (8) gives
$$\frac{F}{M_c}\simeq\frac{9}{32}\left[\ln\frac1x+1-\gamma\right],$$
which grows without bound. The adjusted estimate must therefore cross the exact curve and become too small in sufficiently thin films. For every fixed $c>0$ the estimate is too small in sufficiently thin films, whether or not it crosses the exact curve elsewhere: $M_c$ is proportional to $x$ at small $x$, whereas $F$ contains $x\ln(1/x)$. A constant boundary rate coefficient can match the leading thick-film loss, but it cannot also reproduce the thin-film law of this model.

## Calculated quantities

```
heat capacity: 1.50e+06 J/(m^3 K)
phonon speed: 5000 m/s
bulk mean free path: 60 nm
bulk conductivity: 150.0 W/(m K)
largest gap, Boltzmann march vs closed form: 4.4e-05
cubic minimum for u>1: 0.2372 at u = 1.4484
Largest absolute error:
 x* = 0.63277, thickness = 37.97 nm
 bulk rate v/L = 8.3333e+10 1/s
 boundary rate v/d = 1.3170e+11 1/s
 F = 0.57773, M = 0.38754, F-M = 0.19019
 slope F' = 0.37510
 exact k = 86.66 W/(m K)
 Matthiessen k = 58.13 W/(m K)
 difference = 28.53 W/(m K)
 relative error = 32.92 %
Table: d (nm), x, F, M, F-M, k exact, k Matth. (W/(m K)), rel. error (%)
    6   0.1000 0.2091 0.0909 0.1182   31.37   13.64  56.53
   20   0.3333 0.4286 0.2500 0.1786   64.29   37.50  41.67
   40   0.6667 0.5901 0.4000 0.1901   88.52   60.00  32.22
   60   1.0000 0.6839 0.5000 0.1839  102.58   75.00  26.89
  100   1.6667 0.7878 0.6250 0.1628  118.17   93.75  20.67
  200   3.3333 0.8881 0.7692 0.1189  133.22  115.38  13.39
  600  10.0000 0.9625 0.9091 0.0534  144.38  136.36   5.55
relative error 5 % at x = 11.241, d = 674 nm
Formal thin limit: x, relative error (%)
 1e-02 73.78
 1e-04 86.16
 1e-06 90.64
Grazing test: x, F/M all directions, F/M without m<0.1
 1e-03 5.5039 1.3550
 1e-05 8.9519 1.3557
```
